\section*{Linear bound on height variance in mound growth without slope selection}

\section{Result}

Let $h(\mathbf x,t)$ be a real height on a periodic box in $d=1$ or $2$ dimensions. Angle brackets denote the average over the box, and
\begin{equation}
V(t)=\big\langle (h-\langle h\rangle)^2\big\rangle
\end{equation}
is the spatial variance. The growth equation is
\begin{equation}
h_t=-\nabla\!\cdot\mathbf F(\nabla h)-\Delta^2h,\qquad
\mathbf F(\mathbf p)=\frac{\mathbf p}{1+|\mathbf p|^2}.
\label{eq:pde}
\end{equation}
The current $\mathbf F$ points uphill and builds mounds; the fourth-order term smooths them. Uniform deposition is removed by measuring $h$ from the mean film surface.

\paragraph{Theorem 1.} Let $h(\cdot,0)$ and its gradient be square integrable. Then (\ref{eq:pde}) has a unique solution for all $t\ge0$, in the sense of (\ref{eq:mild}) below, and
\begin{equation}
V(t)<V(0)+2t\qquad\text{for every } t>0 .
\label{eq:main}
\end{equation}
The constant 2 cannot be lowered if the bound is to hold for all boxes and all such initial heights.

The variance here is an average. If the squared deviation is integrated over the box instead, $2t$ is multiplied by the box area (length for $d=1$).

The reason for the bound is short. The uphill current feeds the variance at the rate $2\langle\nabla h\cdot\mathbf F\rangle$, and $\mathbf p\cdot\mathbf F(\mathbf p)=|\mathbf p|^2/(1+|\mathbf p|^2)$ is less than one at any slope. Smoothing can only remove variance. The lemmas show that this holds without assuming a smooth solution.

\section{Existence of the solution}

\paragraph{Lemma 1.} For all vectors $\mathbf p,\mathbf q$, $|\mathbf F(\mathbf p)-\mathbf F(\mathbf q)|\le|\mathbf p-\mathbf q|$ and $|\mathbf F(\mathbf p)|\le\tfrac12$.

\emph{Proof.} With $s=|\mathbf p|$, the derivative matrix is
\begin{equation}
D\mathbf F=\frac{I}{1+s^2}-\frac{2\,\mathbf p\mathbf p^{T}}{(1+s^2)^2}.
\end{equation}
On vectors perpendicular to $\mathbf p$ its eigenvalue is $1/(1+s^2)$. Along $\mathbf p$ it is
\begin{equation}
\frac1{1+s^2}-\frac{2s^2}{(1+s^2)^2}=\frac{1-s^2}{(1+s^2)^2}.
\end{equation}
Both have modulus at most one. The matrix is symmetric, so it lengthens no vector. Integrating it along the segment from $\mathbf q$ to $\mathbf p$ gives the first claim. The second is $2s\le1+s^2$. $\square$

Write $h=\sum_{\mathbf k}h_{\mathbf k}e^{i\mathbf k\cdot\mathbf x}$, $k=|\mathbf k|$, and let $\mathbf F_{\mathbf k}(t)$ be the Fourier coefficients of $\mathbf F(\nabla h)$. Parseval's identity reads $\langle|h|^2\rangle=\sum|h_{\mathbf k}|^2$. A solution is a function, continuous in time with values in the space of heights with square-integrable gradient, that satisfies
\begin{equation}
h_{\mathbf k}(t)=e^{-k^4t}h_{\mathbf k}(0)-\int_0^t e^{-k^4(t-t')}\,i\mathbf k\cdot\mathbf F_{\mathbf k}(t')\,dt'.
\label{eq:mild}
\end{equation}

\paragraph{Lemma 2.} For each initial height in Theorem 1 there is one such solution on $[0,\infty)$.

\emph{Proof.} Let $\Phi h$ be the right side of (\ref{eq:mild}), and use the norm $\|\mathbf u\|=\langle|\mathbf u|^2\rangle^{1/2}$. Take two trial functions $h,g$ with the same initial height. Taking the gradient of the integral brings one more factor $k$, so the kernel acts with strength at most
\begin{equation}
\max_k k^2e^{-k^4\tau}=(2e\tau)^{-1/2},
\end{equation}
reached at $k^4=1/(2\tau)$. With Lemma 1,
\begin{align}
\|\nabla(\Phi h-\Phi g)(t)\|
&\le\int_0^t\frac{\|\nabla(h-g)(t')\|}{\sqrt{2e(t-t')}}\,dt' \nonumber\\
&\le\sqrt{\frac{2t}{e}}\;\max_{t'\le t}\|\nabla(h-g)(t')\| ,
\end{align}
because $\int_0^t\tau^{-1/2}d\tau=2\sqrt t$.

$\Phi h$ is also continuous in time. The first term of (\ref{eq:mild}) clearly is. In the second, put $\tau=t-t'$; a shift of $t$ then changes $\mathbf F$ by an amount that is uniformly small, since $\mathbf F(\nabla h)$ is continuous in time by Lemma 1, and changes the end of the range of an integrable kernel.

The mean is fixed by the $\mathbf k=0$ mode, for which (\ref{eq:mild}) gives $h_0(t)=h_0(0)$. For functions of fixed mean on a periodic box, the gradient norm controls the height, so the function space is complete. On an interval of length 1 the factor is $\sqrt{2/e}<1$. The map is a contraction and has one fixed point. The interval length does not depend on the initial height, so the construction can be repeated from $t=1,2,\dots$ without end. $\square$

\section{Variance balance and proof of the bound}

\paragraph{Lemma 3.} The solution satisfies
\begin{equation}
V(t)-V(0)=2\int_0^t\left[\left\langle\frac{|\nabla h|^2}{1+|\nabla h|^2}\right\rangle-\big\langle(\Delta h)^2\big\rangle\right]dt'.
\label{eq:balance}
\end{equation}

\emph{Proof.} Since $\mathbf F_{\mathbf k}(t)$ is continuous, (\ref{eq:mild}) can be differentiated mode by mode:
\begin{equation}
\dot h_{\mathbf k}=-k^4h_{\mathbf k}-i\mathbf k\cdot\mathbf F_{\mathbf k}.
\end{equation}
Multiply by $2h_{\mathbf k}^*$ and take the real part. The gradient has coefficients $i\mathbf kh_{\mathbf k}$, whose conjugates are $-i\mathbf kh_{\mathbf k}^*$. Hence
\begin{equation}
\frac{d|h_{\mathbf k}|^2}{dt}=-2k^4|h_{\mathbf k}|^2
+2\,\mathrm{Re}\big[(\nabla h)_{\mathbf k}^*\cdot\mathbf F_{\mathbf k}\big].
\label{eq:mode}
\end{equation}
The plus sign shows that an uphill current feeds the variance.

Integrate (\ref{eq:mode}) in time and sum over $0<k\le N$, then let $N\to\infty$. By the Cauchy--Schwarz inequality the sum of $|(\nabla h)_{\mathbf k}||\mathbf F_{\mathbf k}|$ is at most $\|\nabla h\|\,\|\mathbf F\|$, which is bounded on $[0,t]$. The gain therefore converges to the time integral of $2\langle\nabla h\cdot\mathbf F\rangle$. The loss is a sum of nonnegative terms, so it converges too, and it is finite because the other terms are. Its limit is the integral of $2\langle(\Delta h)^2\rangle$. $\square$

\paragraph{Proof of (\ref{eq:main}).} In (\ref{eq:balance}) the first average is less than one at each time, because $s^2/(1+s^2)<1$ for finite $s$. The second is not negative. The right side is thus less than $2t$. $\square$

As a numerical instance of the balance, take $h=1.3\sin x+0.8\cos(x+2y)+0.5\sin3y$. The direct average $2\langle hh_t\rangle$ and the integrand of (\ref{eq:balance}), with its factor 2, both give $-36.625132$. The variance of this strongly curved surface falls.

\section{Why the constant is 2}

Take $h(x,0)=(M/k)\sin kx$, with slope amplitude $M$, in a box of length $2\pi/k$. Its slope is $M\cos kx$. With $\theta=kx$ and $u=\tan\theta$,
\begin{align}
\left\langle\frac1{1+M^2\cos^2\theta}\right\rangle
&=\frac1\pi\int_{-\pi/2}^{\pi/2}\frac{d\theta}{1+M^2\cos^2\theta}\nonumber\\
&=\frac1\pi\int_{-\infty}^{\infty}\frac{du}{1+M^2+u^2}
=\frac1{\sqrt{1+M^2}} .
\end{align}
The gain is one minus this average. The curvature is $-Mk\sin kx$, whose mean square is $M^2k^2/2$. Therefore
\begin{equation}
\dot V(0)=2\left(1-\frac1{\sqrt{1+M^2}}\right)-M^2k^2 .
\label{eq:steep}
\end{equation}

This initial rate requires the integrand of (\ref{eq:balance}) to be continuous at $t=0$. The gain is, because the gradient is. For the loss, the integral in (\ref{eq:mild}) contributes to $\Delta h$ through the factor $k^3e^{-k^4\tau}\le C\tau^{-3/4}$. Since $|\mathbf F|\le\frac12$, that contribution has norm at most $2Ct^{1/4}$ and vanishes as $t\to0$.

Let $M\to\infty$ with $Mk\to0$. The rate (\ref{eq:steep}) tends to 2. For any $c<2$ there is thus a box and an initial height with $\dot V(0)>c$, and $V(0)+ct$ is exceeded at short times. This completes the proof of Theorem 1. $\square$

For $M=50$ and $k=0.004$, (\ref{eq:steep}) gives $1.960-0.040=1.920$. The computed evolution has a mean rate of 1.9206 up to $t=2$, or 96\% of the allowed rate. Such a surface is steep almost everywhere yet hardly curved.

\section{Two sharper bounds}

\paragraph{Proposition 2 (smooth start).} For all $t\ge0$, $V(t)\le V(0)e^{t/2}$.

\emph{Proof.} Since $s^2/(1+s^2)\le s^2$, (\ref{eq:balance}) gives, at almost every time,
\begin{equation}
\dot V\le2\sum_{\mathbf k\ne0}(k^2-k^4)|h_{\mathbf k}|^2\le\tfrac12V .
\end{equation}
The last step uses $k^2-k^4=\frac14-(k^2-\frac12)^2\le\frac14$. Integration gives the claim. $\square$

A nearly flat film therefore starts far below the rate 2. The fastest linear growth is at $k=1/\sqrt2$, with wavelength $2\pi\sqrt2$.

\paragraph{Proposition 3 (finite box).} Let $k_1$ be the smallest nonzero wavenumber. Then
\begin{equation}
V(t)\le V(0)e^{-2k_1^4t}+\frac{1-e^{-2k_1^4t}}{k_1^4}.
\label{eq:box}
\end{equation}

\emph{Proof.} Parseval's identity gives $\langle(\Delta h)^2\rangle=\sum k^4|h_{\mathbf k}|^2\ge k_1^4V$. Hence $\dot V\le2-2k_1^4V$ at almost every time. Multiply by $e^{2k_1^4t}$, so that the terms in $V$ form a total derivative, and integrate. $\square$

Because $1-e^{-z}\le z$, (\ref{eq:box}) is never weaker than $V(0)+2t$. It also shows that variance cannot grow linearly forever in a fixed box. For $k_1=0.5$, $d=1$ and $V(0)=0.145$, the computed variance at $t=60$ is 9.24. The box bound is 15.99 and the linear bound 120.1.

For this box, a one-mode estimate gives the approximate level at which the variance saturates. Suppose the late surface is stationary and close to $(M/k_1)\sin k_1x$. Setting (\ref{eq:steep}) to zero, with $r=\sqrt{1+M^2}$, gives
\begin{equation}
1-\frac1r=\frac{k_1^2}{2}(r^2-1)\quad\Longrightarrow\quad r(r+1)=\frac2{k_1^2}=8 ,
\end{equation}
after division by $r-1$. Then $r=(\sqrt{33}-1)/2=2.372$, and $V=(r^2-1)/(2k_1^2)=9.26$. The estimate neglects higher harmonics. The computed variance is still rising slowly at $t=60$ and levels off at 9.37, about 1\% above the estimate, so the closer match with 9.24 is accidental.

\section{Physical units and meaning}

For a film of height $H$ at time $T$, write
\begin{equation}
H_T=-\nabla\!\cdot\left[\frac{\nu\nabla H}{1+|\nabla H|^2/m_0^2}\right]-K\Delta^2H .
\end{equation}
Set $\mathbf X=L_0\mathbf x$, $T=t_0t$ and $H=m_0L_0h$. Division by $m_0L_0/t_0$ leaves the coefficients $\nu t_0/L_0^2$ and $Kt_0/L_0^4$. Both equal one if $L_0=\sqrt{K/\nu}$ and $t_0=K/\nu^2$. With the rms roughness $W=m_0L_0\sqrt V$, the theorem becomes
\begin{equation}
W^2(T)<W^2(0)+2m_0^2L_0^2\,\frac{T}{t_0}=W^2(0)+2\nu m_0^2T .
\label{eq:phys}
\end{equation}
The smoothing coefficient $K$ drops out.

The product $\nu m_0^2$ follows from diffusion on one terrace. Let the terrace have width $l$, with the ascending step at $x=0$ and the descending edge at $x=l$. Let $n$ be the adatom density, expressed as an equivalent film thickness, $D$ the diffusion constant and $R$ the growth rate in nm/s. Without desorption or nucleation on the terrace, the steady density obeys
\begin{equation}
Dn''+R=0,\qquad n(0)=0,\qquad n'(l)=-\frac{n(l)}{l_{\rm ES}} .
\end{equation}
The Ehrlich--Schwoebel length $l_{\rm ES}$ measures the barrier to stepping down. With $n=cx-Rx^2/(2D)$, the edge condition gives
\begin{equation}
Dc\left(1+\frac l{l_{\rm ES}}\right)=Rl\left(1+\frac l{2l_{\rm ES}}\right).
\end{equation}
The uphill current is directed towards $x=0$. Its terrace average is
\begin{equation}
J=\frac1l\int_0^lDn'\,dx=\frac{Dn(l)}l=Dc-\frac{Rl}2=\frac{Rl/2}{1+l/l_{\rm ES}} .
\label{eq:terrace}
\end{equation}

For a strong barrier, $l\ll l_{\rm ES}$, this is $Rl/2$. With layer height $a$ and $l=a/|\nabla H|$, it becomes $Ra/(2|\nabla H|)$. The model current at large slope is $\nu m_0^2/|\nabla H|$, so $\nu m_0^2=Ra/2$. If $\Theta=RT/a$ layers have been deposited, (\ref{eq:phys}) reads
\begin{equation}
W^2<W_0^2+a^2\Theta .
\label{eq:poisson}
\end{equation}
The added term is the variance of columns filled independently at random: their layer number is Poisson distributed, with variance equal to its mean $\Theta$. In this model, mound formation cannot add more roughness than growth with no transport between columns.

\paragraph{Remark (when the bound fails).} The proof needs an upper limit on $\mathbf p\cdot\mathbf J(\mathbf p)$. If this is at most $C$, a sufficiently regular solution has $V(t)\le V(0)+2Ct$. The slope-selecting current $\mathbf p(1-|\mathbf p|^2)$ has $C=1/4$. The linear current $\mathbf J=\mathbf p$ has no such limit: a mode with $k<1$ has variance growing as $e^{2(k^2-k^4)t}$, which passes any linear bound.

\section{Example: a strong-barrier metal film}

The following values are chosen model inputs, not measured data. They are loosely modelled on Pt(111) homoepitaxy near 440 K, a case of mound growth with a strong step-edge barrier, and are not fitted to it: $a=0.227$ nm, 0.01 layers per second and diffusion length $l_D=5$ nm. The crossover slope is put where the terrace width equals $l_D$:
\begin{align}
m_0&=\frac a{l_D}=\frac{0.227}{5}=0.0454,\nonumber\\
\nu&=\frac{Ra}{2m_0^2}=\frac{0.00227\times0.227}{2\times0.0454^2}=0.125\ \mathrm{nm^2/s}.
\end{align}
The least certain parameter is $K$. The order-of-magnitude choice $L_0=l_D$ gives $K=\nu l_D^2=3.125\ \mathrm{nm^4/s}$. The time unit is then 200 s, or two layers, and the height unit is $a$. The fastest-growing wavelength is 44 nm, in a square box of side 251 nm.

After 150 layers, $T=15000$ s. With a random initial roughness of 0.0681 nm,
\begin{equation}
W<\sqrt{0.0681^2+5.153\times10^{-4}\times15000}=2.78\ \mathrm{nm}.
\end{equation}
The computed roughness of this one surface is 0.71 nm, a quarter of the bound. Other random starts of the same roughness give 0.71 to 0.77 nm, and a box twice as wide gives 0.73 nm. After 10 layers it is 0.11 nm, against 0.72 nm from the linear bound. There Proposition 2 is tighter: $t=5$ gives $W\le0.0681\,e^{5/4}=0.24$ nm.

The balance shows what holds the late roughness down in this equation. At the end the gain is 0.625 and the loss 0.564, so the scaled variance grows at $2(0.625-0.564)=0.12$ instead of 2. Gentle slopes reduce the gain, but most of the remaining gain is cancelled by smoothing. Over the whole run the scaled variance rises by 9.5655, which agrees with the time integral of (\ref{eq:balance}) to all printed digits.

\paragraph{What the model leaves out.} With an assumed barrier of 0.20 eV, an assumed atom spacing of 0.277 nm and equal attempt rates for both kinds of hop, $l_{\rm ES}=0.277\,(e^{0.20\,\mathrm{eV}/k_BT}-1)=54$ nm. By (\ref{eq:terrace}) the current on a 5 nm terrace is then 0.915 of the strong-barrier value. This lowers the gain and leaves (\ref{eq:poisson}) a valid upper bound. The narrowest terrace on the final surface is 1.9 nm, still about seven atom spacings.

Random arrival of atoms adds variance that the deterministic equation lacks. Averaged over cells of area $l_D^2$, it adds 0.3\% of the bound rate. Resolved atom by atom it would add as much as the bound rate itself, so the theorem concerns the coarse-grained surface. A partly filled top layer adds at most $a^2/4$, reached at half filling. That is 2.6\% of $W^2$ at the end, but about as large as $W^2$ after 10 layers, where the continuum roughness should not be read as a measured one.

Real mounds also lack the symmetry $h\to-h$ of (\ref{eq:pde}). A rough form of the missing current is $-\nabla g$, with $g=\frac12Rl_D^2/(1+|\nabla H|^2/m_0^2)$. Integration by parts shows that it adds $2\langle g\,\Delta H\rangle$ to the rate of $W^2$. In one dimension this vanishes, since $g(H_X^2)H_{XX}$ is a total derivative. In two dimensions, on the final computed surface, it is about $-1\%$ of the bound rate, and replacing $\Delta H$ by $|\Delta H|$ caps it at 26\%. The actual growth is then only 6\% of the bound rate, so this term cannot be dismissed by its size alone. Evolving the same initial surface with the term included gives a final roughness of 0.67 nm instead of 0.71 nm. The value 0.71 nm thus belongs to the symmetric model and the chosen $K$. It is not an estimate for a real strong-barrier film. With $l_{\rm ES}\gg l_D$ few atoms step down, and the continuum smoothing term overstates the loss. Take a one-dimensional model of moving steps, fed by the terrace fluxes behind (\ref{eq:terrace}), with $l_{\rm ES}=54$ nm, mound half-widths of 10 to 22 nm, and a new layer started when the top terrace reaches a half-width of 2.5 to 5 nm. It gives about 1.9 to 2.6 nm after 150 layers, close to the bound. In the symmetric model, with $\nu$ and the initial surface unchanged, halving $K$ gives 0.78 nm and doubling it gives 0.62 nm. After 10 layers the same changes give 0.19 and 0.06 nm instead of 0.11 nm. The bound 2.78 nm does not depend on $K$, but it is proved for the stated equation, not for every real film. After 50 and 100 layers the computed roughness is 0.40 and 0.58 nm, against bounds of 1.61 and 2.27 nm.

\section*{Calculated quantities}
\begin{verbatim}
GENERAL TESTS (dimensionless)
largest sampled Lipschitz ratio of F: 1.0000
test field, dV/dt from definition: -36.625132
test field, dV/dt from balance: -36.625132
steep sine: slope amplitude M = 50, wavenumber k = 0.004
steep sine, initial dV/dt: 1.9200
steep sine, mean dV/dt over t = 2: 1.9206
small box: k1 = 0.5, V(0) = 0.1450, end time = 60
small box: V(end) = 9.243, box bound = 15.991
small box: linear bound V(0)+2t = 120.14
EXAMPLE, rough Pt(111)-like values
layer height a = 0.227 nm, atom spacing = 0.277 nm
temperature = 440 K, step-edge barrier = 0.20 eV
deposition = 0.010 layers/s, R = 0.00227 nm/s
diffusion length l_D = 5.0 nm, slope scale m0 = 0.0454
nu = 0.1250 nm^2/s, K = 3.125 nm^4/s
length unit = 5.00 nm, time unit = 200.0 s
height unit = 0.227 nm, box side = 251.3 nm
fastest-growing wavelength = 44.4 nm
initial roughness W0 = 0.0681 nm
bound on variance growth 2 nu m0^2 = 5.153e-04 nm^2/s
  10 layers: W = 0.110 nm, bound = 0.721 nm
  50 layers: W = 0.398 nm, bound = 1.607 nm
 100 layers: W = 0.577 nm, bound = 2.271 nm
 150 layers: W = 0.705 nm, bound = 2.781 nm
total time = 15000 s = 4.17 h
final gain <s^2/(1+s^2)> = 0.6253, loss = 0.5638
variance rise = 9.5655, integrated balance = 9.5655 (scaled)
spectral tail / largest mode = 3.7e-06
NEGLECTED EFFECTS
barrier length l_ES = 53.8 nm
uphill current / strong-barrier value at l_D = 0.915
deposition noise / bound rate, l_D cells = 0.0027
largest single-layer variance / W^2 at end = 0.0259
largest slope = 0.117, narrowest terrace = 1.94 nm
symmetry-breaking term / bound rate: cap = 0.259
symmetry-breaking term / bound rate: net = -0.0115
\end{verbatim}
